# Quadrupole splitting of high-spin Fe²⁺ jumping among three orbital states

**Problem.** A high-spin Fe²⁺ ion (3d⁶, \(S=2\)) containing ⁵⁷Fe sits in an octahedral field. A tetragonal distortion along \(z\) puts the \(t_{2g}\) orbital \(xy\) an energy \(D\) below the pair \(xz, yz\). Neglect spin-orbit coupling, the \(e_g\) levels, magnetic hyperfine splitting, the lattice field gradient and any temperature dependence of \(D\). The ion jumps among the three orbital states at the model rate \(w=10^{12}\) s⁻¹. The radial average \(r_3=\langle r^{-3}\rangle\), an effective value absorbing shielding and covalency and common to the three orbitals, is set to \(4\,a_0^{-3}\). Roughly, the \(I=3/2\) nuclear level has \(Q\approx0.16\) b and lies \(E_\gamma\approx14\) keV above the \(I=1/2\) ground level. Model splittings, each uncertain by \(\sigma=0.01\) mm/s, are 3.80, 3.80, 3.71, 3.51, 3.23, 2.93, 2.64 and 2.39 mm/s at 5, 80, 150, 200, 250, 300, 350 and 400 K. Find the quadrupole splitting \(\Delta E_Q(T)\) and extract \(D\).

**The splitting of one orbital state**

With \(M_S=2\), five spin-up electrons fill the \(d\) shell and one spin-down electron occupies an orbital \(a\). These five determinants form one \(L=2\) term, so electron repulsion shifts them equally. A spin-free one-electron operator has, between them, the matrix elements of the spin-down electron plus a constant from the filled shell, whose density is spherical and gives no gradient. The other \(M_S\) repeat this, and the factor 5 cancels in thermal averages. The problem is one of a single \(d\) electron.

An electron of charge \(-e\) gives the potential \(\phi(\mathbf R)=-(e/4\pi\varepsilon_0)\langle|\mathbf r-\mathbf R|^{-1}\rangle\). Two derivatives of \(|\mathbf r-\mathbf R|^{-1}\) at \(\mathbf R=0\) give \((3n_in_j-\delta_{ij})/r^3\) with \(\mathbf n=\mathbf r/r\), and there is no contact term because a \(d\) density vanishes at the nucleus:
\[ V_{ij}=\partial_i\partial_j\phi=-u\,\langle 3n_in_j-\delta_{ij}\rangle,\qquad u=\frac{e\,r_3}{4\pi\varepsilon_0}. \]
Dividing the Gaussian moments \((2a-1)!!\) of each coordinate by the radial moment \((2N+1)!!\) gives the sphere average
\[ \overline{n_x^{2a}n_y^{2b}n_z^{2c}}=\frac{(2a-1)!!\,(2b-1)!!\,(2c-1)!!}{(2N+1)!!},\quad N=a+b+c. \]
The \(xy\) density is proportional to \(n_x^2n_y^2\), so \(\langle n_z^2\rangle=(1/105)/(1/15)=1/7\) and \(\langle n_x^2\rangle=\langle n_y^2\rangle=(3/105)/(1/15)=3/7\). Then \(V_{zz}=-u(3/7-1)=4u/7\) and \(V_{xx}=V_{yy}=-u(9/7-1)=-2u/7\); off-diagonal elements are odd under a reflection and vanish. Permuting axes,
\[ V^{xy}=\tfrac{2u}{7}\,\mathrm{diag}(-1,-1,2),\quad V^{xz}=\tfrac{2u}{7}\,\mathrm{diag}(-1,2,-1), \]
\[ V^{yz}=\tfrac{2u}{7}\,\mathrm{diag}(2,-1,-1). \]

The second-order term in the energy of the nuclear charge is \(\tfrac12\sum V_{ij}\int\rho\,x_ix_j=\tfrac16\sum V_{ij}Q_{ij}\), with \(Q_{ij}=\int\rho\,(3x_ix_j-r^2\delta_{ij})\), because \(V\) is traceless. By the Wigner–Eckart theorem \(Q_{ij}=\kappa[\tfrac32\{I_i,I_j\}-I(I+1)\delta_{ij}]\), and the definition \(\langle Q_{zz}\rangle_{m=I}=eQ\) gives \(\kappa(27/4-15/4)=eQ\), so \(\kappa=eQ/3\) and
\[ H_Q=\frac{eQ}{6}\sum_{ij}V_{ij}I_iI_j . \]
For an axial tensor, \(V_{xx}=V_{yy}=-V_{zz}/2\) and \(I_x^2+I_y^2=15/4-I_z^2\) give \(H_Q=(eQV_{zz}/12)(3I_z^2-15/4)\). This is \(+eQV_{zz}/4\) for \(m=\pm3/2\) and \(-eQV_{zz}/4\) for \(m=\pm1/2\), a splitting \(eQV_{zz}/2\). For \(xy\) it is \(A=\tfrac12eQ\cdot\tfrac47u\). Here \(u=3.887\times10^{22}\) V/m², \(V_{zz}=2.221\times10^{22}\) V/m², \(A=\tfrac12(0.16\times10^{-28})(2.221\times10^{22})=1.777\times10^{-7}\) eV, and the Doppler velocity is \(cA/E_\gamma=3.805\) mm/s. This value rests on rough \(Q\) and \(E_\gamma\) and a chosen \(r_3\) (with \(E_\gamma=14.4\) keV it would be 3.70 mm/s), so its digits define the model and are not a prediction for a real compound.

**A tempting solution**

Each of the three tensors is axial with principal value \(4u/7\), so each state splits the nuclear level by \(A\). With \(x=e^{-D/kT}\) the populations are \(p_{xy}=1/(1+2x)\) and \(p_{xz}=p_{yz}=x/(1+2x)\), and the mean splitting is
\[ \Delta E_Q=\frac{A+xA+xA}{1+2x}=A . \]
The valence splitting would be 3.80 mm/s at every temperature and would carry no information on \(D\). The data fall to 2.93 mm/s at 300 K.

**The fault**

The tensors and populations are right. The fault is the averaging of splittings, which are eigenvalue differences and have lost the direction of each axis. What is averaged depends on \(w\) compared with \(\omega_A=A/\hbar=2.70\times10^8\) s⁻¹.

The \(I=1/2\) level has no quadrupole moment, so the spectrum follows from the mean amplitude of the excited level. Let \(\psi_a\) be that four-component amplitude weighted by the probability of being in orbital state \(a\), let \(H_a=H_Q[V^a]/\hbar\), and let each jump end in \(a\) with probability \(p_a\), which satisfies detailed balance:
\[ \dot\psi_a=-iH_a\psi_a+w\Big(p_a\sum_b\psi_b-\psi_a\Big). \]
For \(w\ll\omega_A\) the equations decouple and every line lies at \(\pm A/2\). The tempting answer is this slow limit, and even there it needs a small strain to select the real orbitals within the doublet. Here \(w/\omega_A=3704\).

For fast jumps write \(\Phi=\sum_b\psi_b\), \(\psi_a=p_a\Phi+\chi_a\) with \(\sum\chi_a=0\), \(\bar H=\sum p_aH_a\) and \(\delta H_a=H_a-\bar H\). Summing over \(a\) removes the jump term, and \(\sum\bar H\chi_a=0\), so \(\dot\Phi=-i\bar H\Phi-i\sum\delta H_a\chi_a\). Subtracting \(p_a\dot\Phi\) from the equation for \(\psi_a\) and dropping terms \(H\chi\), small beside \(w\chi\), gives \(\dot\chi_a=-ip_a\delta H_a\Phi-w\chi_a\). Since \(\Phi\) changes slowly on the time \(1/w\), \(\chi_a=-ip_a\delta H_a\Phi/w\), and to first order in \(1/w\)
\[ \dot\Phi=-i\bar H\Phi-\frac1w\Big(\sum_ap_aH_a^2-\bar H^2\Big)\Phi . \]
The lines are set by \(\bar H\), and \(H_Q\) is linear in \(V\): the tensor is averaged first and diagonalized afterwards.

**The right solution**

The rhombic parts cancel in the doublet: \(V^{xz}+V^{yz}=\tfrac{2u}{7}\mathrm{diag}(1,1,-2)=-V^{xy}\). This sum is a trace, independent of the basis chosen in the doublet. Therefore
\[ \bar V=\frac{V^{xy}+x(V^{xz}+V^{yz})}{1+2x}=F\,V^{xy},\qquad F=\frac{1-x}{1+2x}, \]
and \(\Delta E_Q=A|F|\) with an axial gradient. At low temperature \(F\approx(1-x)(1-2x)\approx1-3x\). At high temperature, with \(y=D/kT\), \(F\approx(y-y^2/2)/(3-2y)\approx(y/3)(1-y/2)(1+2y/3)\approx y/3+y^2/18\); equal populations restore cubic symmetry. For a doublet ground state (\(D<0\), \(x\to\infty\)), \(F\to-1/2\). The line positions of a zero-field spectrum give only \(|F|\).

The damping term is a number, because each \(H_a\) has eigenvalues \(\pm\omega_A/2\) and \(\bar H\) has \(\pm F\omega_A/2\). The extra half-width is \(\omega_A^2(1-F^2)/4w\), a full width of \(A(1-F^2)\,\omega_A/2w\) in the units of \(A\). This width, unlike the splitting, depends on the jump model: it assumes jumps among real orbitals, each ending in \(a\) with probability \(p_a\).

Solving \(F(1+2x)=1-x\) gives \(x(1+2F)=1-F\), so
\[ D=kT\ln\frac{1+2F}{1-F}, \]
\[ \frac{dD}{dF}=kT\Big[\frac{2}{1+2F}+\frac1{1-F}\Big]=\frac{3kT}{(1+2F)(1-F)} . \]
With \(xy\) lowest (\(D>0\)), the equal splittings at 5 and 80 K show that \(x\) is negligible there, so \(A=3.80\) mm/s. At 300 K, \(kT=208.51\) cm⁻¹, \(F=2.93/3.80=0.7711\) and \(D=208.51\ln11.103=501.9\) cm⁻¹. With \(A\) taken as known the uncertainty is \(1074.8\times0.01/3.80=2.8\) cm⁻¹. A nonlinear least-squares fit of \(AF(D,T)\) to all eight points, with equal weights and, here and below, errors propagated from \(\sigma=0.01\) mm/s rather than from the residuals, gives \(A=3.801\pm0.006\) mm/s and \(D=501\pm2\) cm⁻¹, or \(D/k=721\) K, with rms residual 0.002 mm/s.

The data are \(AF\) for \(D=500\) cm⁻¹, rounded to 0.01 mm/s. The unrounded \(F(300\text{ K})\) is 0.7692, and \(1074.8\times(0.7711-0.7692)\approx2\) cm⁻¹ accounts for the two-point offset. The relaxation width at 300 K is \(3.805(1-0.7692^2)/(2\times3704)=2.1\times10^{-4}\) mm/s, far below \(\sigma\).

At known \(A\) the relative error of \(D\) is \(\sigma/(A\,y\,dF/dy)\). From \(dF/dx=[-(1+2x)-2(1-x)]/(1+2x)^2=-3/(1+2x)^2\) and \(dx/dy=-x\), \(y\,dF/dy=3xy/(1+2x)^2\). Setting its logarithmic derivative \(1/y-1+4x/(1+2x)\) to zero gives \(1/y=(1-2x)/(1+2x)\), whose numerical root is \(y=1.879\): the most informative temperature is 383 K.

**Where the result changes**

*Trigonal axis.* With \(z'\) along [111], \(3n_{z'}^2-1=(n_x+n_y+n_z)^2-1=2(n_xn_y+n_yn_z+n_zn_x)\), so the singlet is \(d_{z'^2}\). Its norm is \(9/5-2+1=4/5\) and \(\overline{n_{z'}^2(3n_{z'}^2-1)^2}=9/7-6/5+1/3=44/105\), so \(\langle n_{z'}^2\rangle=11/21\) and \(V_{z'z'}=-u(11/7-1)=-4u/7\). The three \(t_{2g}\) tensors sum to zero in any basis, so the doublet again contributes minus the singlet tensor: same \(F\), opposite sign. Unlike a tetragonal field, a trigonal one can mix \(e_g\) into the doublet. Diagonalizing a cubic field with \(10Dq=10000\) cm⁻¹ plus \(BP_2(n_{z'})\), scaled so that the first-order gap is 500 cm⁻¹, gives a mean doublet-to-singlet ratio of \(-0.466\) instead of \(-1/2\).

*Lattice term.* For a constant lattice contribution \(L\), axial along the same \(z\) axis, \(\Delta E_Q=|AF+L|\). The ratio to the low-temperature value is \((AF+L)/(A+L)=F+L(1-F)/(A+L)\), below \(F\) for small negative \(L\), so ignoring \(L\) lowers \(D\). Data made with \(L=-0.30\) mm/s give \(D=476\) cm⁻¹ and rms 0.016 mm/s in the two-parameter fit. Freeing \(L\) gives \(L=-0.31\pm0.08\) mm/s and \(D=502\pm6\) cm⁻¹.

*Spin-orbit coupling.* Add \(\lambda\,\mathbf L\cdot\mathbf S\); for Fe²⁺ \(\lambda\approx-100\) cm⁻¹, roughly. From \(L_x=-i(y\partial_z-z\partial_y)\) and its permutations, \(L_x\,xy=i\,xz\), \(L_y\,xy=-i\,yz\), and \(L_z\,xy=-i(x^2-y^2)\) lies in \(e_g\) and is dropped for \(10Dq\gg D\). The state \(|xy,M\rangle\) thus couples to \(\lambda(i|xz\rangle S_x-i|yz\rangle S_y)|M\rangle\), of squared norm \(\lambda^2\langle S_x^2+S_y^2\rangle=\lambda^2(6-M^2)\). To second order in \(\lambda/D\) the doublet weight is \(g=\lambda^2(6-M^2)/D^2\) and the shift \(-\lambda^2(6-M^2)/D\) puts \(M=0\) lowest. Since \(3n_z^2-1\) has no element between \(xy\) and the doublet (reflection parity), \(F=(1-g)-g/2=1-3g/2\). This is \(1-9\lambda^2/D^2\) for \(M=0\), and \(1-6\lambda^2/D^2\) when the five levels, with mean \(M^2=2\), are equally populated (\(\lambda^2/D\ll kT\ll D\)). At this order \(F\) first rises on warming.

For \(D=500\) cm⁻¹ the two values are 0.640 and 0.760. Diagonalizing the cubic (\(10Dq=10000\) cm⁻¹), tetragonal (\(BP_2(n_z)\) with \(D=3B/7\)) and spin-orbit (\(\lambda=-100\) cm⁻¹) terms in all 25 quintet states and averaging \(V_{zz}\) thermally, which assumes jumps among these levels fast compared with \(\omega_A\), gives \(F=0.721, 0.768, 0.774, 0.664\) at 5, 80, 150 and 300 K. The rise survives, but second order overstates the ground-level reduction at this \(\lambda/D\). Fitting \(AF\) to splittings made this way gives \(A=2.89\) mm/s, \(D=644\) cm⁻¹ and rms 0.063 mm/s, about six times \(\sigma\). Varying \(10Dq\) from 8000 cm⁻¹ to the limit without \(e_g\) mixing moves these \(F\) by up to 0.005, the fitted \(D\) by up to 4 cm⁻¹ and the rms by up to 0.01 mm/s. With \(\lambda\) of this size the closed formula misplaces \(D\), and the fit has to use the diagonalized \(F(D,\lambda,T)\).

Numbers in the example were calculated in double precision.
